# A failing check and its repair

Subject: Velocity-mismatch bandwidth of a long travelling-wave photodetector.

```python
# Result under test: a long travelling-wave photodetector whose backward
# microwave is absorbed at the input has the velocity-mismatch bandwidth
#     f_3dB = alpha*c / (2*pi*|n_m - n_o|)      (half electrical power).
# alpha: modal power absorption; n_o: optical group index;
# n_m: microwave phase index; c: speed of light. Time factor exp(+i*omega*t).
# The independent road is a discretised transmission line with distributed
# photocurrent sources and real terminations, solved by Kirchhoff's laws.
import numpy as np
from scipy.constants import c, epsilon_0, pi
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

alpha = 100.0 * 100.0       # 1/m
n_o, n_m = 4.0, 7.0
length = 0.5e-3             # m
long_length = 2.0e-3        # m, used to test the long-device limit
GHz = 1e9

# Rough typical values for an InGaAs/InP p-i-n waveguide detector
depletion = 200e-9          # m
width = 2e-6                # m
permittivity = 14.0
drift_velocity = 6e4        # m/s, both carriers
loss_db_mm = 6.0            # dB/mm at loss_frequency
loss_frequency = 40 * GHz
external_resistance = 50.0  # ohm

capacitance = permittivity * epsilon_0 * width / depletion
line_impedance = n_m / (c * capacitance)


def absorbed(L):
    return -np.expm1(-alpha * L)


def line_solution(f, L, index=n_m, input_conductance=None,
                  load=None, attenuation=0.0):
    """Load current from nodal equations of the discretised line."""
    cells = int(round(L / 0.5e-6))
    dz = L / cells
    z = np.linspace(0, L, cells + 1)
    weight = np.ones(cells + 1)
    weight[[0, -1]] = 0.5
    omega = 2 * pi * f
    gamma = attenuation + 1j * omega * index / c
    if input_conductance is None:
        input_conductance = 1 / line_impedance
    if load is None:
        load = line_impedance
    series = 1 / (gamma * line_impedance * dz)
    diagonal = gamma / line_impedance * dz * weight + 2 * series
    diagonal[[0, -1]] -= series
    diagonal[0] += input_conductance
    diagonal[-1] += 1 / load
    bands = np.zeros((3, cells + 1), dtype=complex)
    bands[0, 1:] = -series
    bands[1] = diagonal
    bands[2, :-1] = -series
    source = alpha * dz * weight * np.exp(-(alpha + 1j*omega*n_o/c) * z)
    return solve_banded((1, 1), bands, source)[-1] / load


def forward_response(f, L, attenuation=0.0):
    """Closed-form forward response, normalised to zero frequency."""
    omega = 2 * pi * f
    gamma = attenuation + 1j * omega * n_m / c
    rate = alpha + 1j * omega * n_o / c - gamma
    return (alpha * np.exp(-gamma * L) * (1 - np.exp(-rate * L))
            / (rate * absorbed(L)))


def open_response(f):
    u = 2 * pi * f / (alpha * c)
    return 0.5 * (1/(1 - 1j*(n_m-n_o)*u) + 1/(1 + 1j*(n_m+n_o)*u))


def microwave_attenuation(f):
    db_per_m = loss_db_mm * 1000 * np.sqrt(f / loss_frequency)
    return db_per_m * np.log(10) / 20


def transit_response(f):
    a = 2j * pi * f * depletion / drift_velocity
    return 2 * (1/a - (1 - np.exp(-a)) / a**2)


def bandwidth(response, level=1/np.sqrt(2)):
    """First frequency at which the normalised current reaches level."""
    def excess(f):
        return abs(response(f)) - level
    previous = 0.5 * GHz
    assert excess(previous) > 0
    for f in np.arange(1.5, 1500, 1.0) * GHz:
        if excess(f) < 0:
            return brentq(excess, previous, f, xtol=1e3)
        previous = f
    raise AssertionError("no crossing found")


f_formula = alpha * c / (2 * pi * abs(n_m - n_o))
tau = abs(n_m - n_o) / (alpha * c)

# Finite-length forward response against the circuit, without and with loss
for f in np.array([20, 80, 159, 300]) * GHz:
    for L in (0.1e-3, length):
        for a in (0.0, microwave_attenuation(f)):
            circuit = line_solution(f, L, attenuation=a)
            formula = 0.5 * absorbed(L) * forward_response(f, L, a)
            assert abs(circuit - formula) < 3e-4 * abs(formula) + 1e-6

# Long-line bandwidth obtained from the circuit alone
f_circuit = bandwidth(
    lambda f: 2 * line_solution(f, long_length) / absorbed(long_length))
assert abs(f_circuit / f_formula - 1) < 1e-3
assert abs(f_formula / GHz - 159) < 0.5

# Half-current convention, also from the circuit
f_half_current = bandwidth(
    lambda f: 2 * line_solution(f, long_length) / absorbed(long_length), 0.5)
assert abs(f_half_current / (np.sqrt(3) * f_formula) - 1) < 1e-3

# Reversing the sign of the index difference leaves the magnitude unchanged;
# equal indices remove the mismatch roll-off.
normal = abs(line_solution(f_formula, length))
reversed_sign = abs(line_solution(f_formula, length, index=2*n_o-n_m))
matched = abs(line_solution(f_formula, length, index=n_o))
assert abs(reversed_sign / normal - 1) < 3e-4
assert abs(matched / (0.5 * absorbed(length)) - 1) < 3e-4

# A mismatched load only rescales the response when the input is matched
ratios = [abs(line_solution(f, length, load=external_resistance)
              / line_solution(f, length))
          for f in np.array([10, 70, 159, 250]) * GHz]
expected_ratio = 2 * line_impedance / (line_impedance + external_resistance)
assert np.allclose(ratios, expected_ratio, rtol=5e-4)

# Open input: the returning backward wave lowers the bandwidth
f_open = bandwidth(open_response)
f_open_circuit = bandwidth(
    lambda f: line_solution(f, long_length, input_conductance=0.0)
    / absorbed(long_length))
assert abs(f_open_circuit / f_open - 1) < 1e-3
assert f_open < f_formula
low_f = 0.1 * GHz
open_gain = abs(line_solution(low_f, length, input_conductance=0.0)
                / line_solution(low_f, length))
assert abs(open_gain - 2) < 0.01

# Rms arrival-time spread from the distribution of absorption positions
def arrival(z):
    return (n_o * z + n_m * (long_length - z)) / c

def average(function):
    value = quad(lambda s: function(s/alpha) * np.exp(-s),
                 0, 40, epsabs=1e-12, epsrel=1e-10)[0]
    return value

mean_ps = average(lambda z: arrival(z) * 1e12)
variance = average(lambda z: (arrival(z) * 1e12 - mean_ps)**2)
spread_ps = np.sqrt(variance)
assert abs(spread_ps / (tau * 1e12) - 1) < 1e-6

# Transit response against an average over pair-creation positions
for f in np.array([30, 120, 250]) * GHz:
    a = 2j * pi * f * depletion / drift_velocity
    def pair_current(u):
        return (2 - np.exp(-a*u) - np.exp(-a*(1-u))) / a
    direct = (quad(lambda u: pair_current(u).real, 0, 1)[0]
              + 1j * quad(lambda u: pair_current(u).imag, 0, 1)[0])
    assert abs(direct - transit_response(f)) < 1e-9

# Size of effects outside the ideal mismatch formula
f_finite = bandwidth(lambda f: forward_response(f, length))
f_short = bandwidth(lambda f: forward_response(f, 0.1e-3))
f_loss = bandwidth(
    lambda f: forward_response(f, length, microwave_attenuation(f)))
f_transit = bandwidth(transit_response)
f_mismatch_transit = bandwidth(
    lambda f: forward_response(f, length) * transit_response(f))
f_combined = bandwidth(
    lambda f: forward_response(f, length, microwave_attenuation(f))
    * transit_response(f))
f_both_50 = bandwidth(
    lambda f: 2 * line_solution(f, length,
                                input_conductance=1/external_resistance,
                                load=external_resistance) / absorbed(length))
loss_at_limit = loss_db_mm * np.sqrt(f_formula / loss_frequency)

print("INPUTS")
print(f"modal power absorption = {alpha/100:.0f} /cm")
print(f"optical group index = {n_o:.0f}")
print(f"microwave phase index = {n_m:.0f}")
print(f"speed of light = {c*100:.5e} cm/s")
print(f"example length = {length*1e3:.1f} mm")
print("IDEAL LONG DEVICE, FORWARD WAVE ONLY")
print(f"index difference = {n_m-n_o:.0f}")
print(f"absorption length = {1e6/alpha:.0f} um")
print(f"rms arrival-time spread = {spread_ps:.4f} ps")
print(f"3 dB bandwidth, formula = {f_formula/GHz:.2f} GHz")
print(f"3 dB bandwidth, circuit = {f_circuit/GHz:.2f} GHz")
print(f"circuit test length = {long_length*1e3:.1f} mm")
print(f"half-current frequency = {f_half_current/GHz:.1f} GHz")
print("LENGTH AND TERMINATION")
print(f"absorbed fraction at 0.5 mm = {100*absorbed(length):.2f} percent")
print(f"bandwidth at 0.5 mm = {f_finite/GHz:.2f} GHz")
print(f"absorbed fraction at 0.1 mm = {100*absorbed(0.1e-3):.1f} percent")
print(f"bandwidth at 0.1 mm = {f_short/GHz:.1f} GHz")
print(f"open-input bandwidth, long device = {f_open/GHz:.1f} GHz")
print(f"open/matched low-frequency current = {open_gain:.3f}")
print("ROUGH DEVICE PARAMETERS")
print(f"depleted absorber thickness = {depletion*1e9:.0f} nm")
print(f"junction width = {width*1e6:.0f} um")
print(f"relative permittivity = {permittivity:.0f}")
print(f"saturated drift velocity = {drift_velocity*100:.1e} cm/s")
print(f"line impedance = {line_impedance:.1f} ohm")
print(f"external resistance = {external_resistance:.0f} ohm")
print(f"microwave loss at 40 GHz = {loss_db_mm:.1f} dB/mm")
print(f"microwave loss at mismatch limit = {loss_at_limit:.1f} dB/mm")
print("NEGLECTED EFFECTS, 0.5 mm DEVICE")
print(f"mismatch plus microwave loss = {f_loss/GHz:.1f} GHz")
print(f"carrier transit alone = {f_transit/GHz:.1f} GHz")
print(f"mismatch plus transit = {f_mismatch_transit/GHz:.1f} GHz")
print(f"mismatch, loss and transit = {f_combined/GHz:.1f} GHz")
print(f"50 ohm at both ends, no loss or transit = {f_both_50/GHz:.1f} GHz")
print("ALL CHECKS PASSED")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 110, in <module>
    assert abs(circuit - formula) < 3e-4 * abs(formula) + 1e-6
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The discretised line, not the bandwidth formula, was at fault: its 0.5 µm cells delay the microwave slightly, and over the 0.5 mm line at 300 GHz this phase error is estimated at about 4 parts in 10,000, above the test's limit of 3 parts in 10,000. The cells are now 0.25 µm, which should cut the error about fourfold; every earlier test and tolerance is kept. A new test compares the two cell sizes at 300 GHz and requires that fourfold fall, so a discrepancy from a wrong formula would not pass as a mesh error, and both errors are printed.

Repair:

```diff
@@ -17,4 +17,6 @@
 long_length = 2.0e-3        # m, used to test the long-device limit
 GHz = 1e9
+fine_cell = 0.25e-6         # m, cell of the discretised line
+coarse_cell = 0.5e-6        # m, used only to test mesh convergence
 
 # Rough typical values for an InGaAs/InP p-i-n waveguide detector
@@ -36,7 +38,7 @@
 
 def line_solution(f, L, index=n_m, input_conductance=None,
-                  load=None, attenuation=0.0):
+                  load=None, attenuation=0.0, cell=fine_cell):
     """Load current from nodal equations of the discretised line."""
-    cells = int(round(L / 0.5e-6))
+    cells = int(round(L / cell))
     dz = L / cells
     z = np.linspace(0, L, cells + 1)
@@ -102,4 +104,14 @@
 tau = abs(n_m - n_o) / (alpha * c)
 
+# The circuit's distance from the formula must be a second-order mesh error:
+# halving the cell divides it by four. A wrong formula would leave a residue.
+def mesh_error(cell):
+    f = 300 * GHz
+    formula = 0.5 * absorbed(length) * forward_response(f, length)
+    return abs(line_solution(f, length, cell=cell) / formula - 1)
+
+coarse_error, fine_error = mesh_error(coarse_cell), mesh_error(fine_cell)
+assert abs(coarse_error / fine_error - 4) < 0.1
+
 # Finite-length forward response against the circuit, without and with loss
 for f in np.array([20, 80, 159, 300]) * GHz:
@@ -201,4 +213,6 @@
 print(f"3 dB bandwidth, circuit = {f_circuit/GHz:.2f} GHz")
 print(f"circuit test length = {long_length*1e3:.1f} mm")
+print(f"circuit error at 300 GHz, 0.50 um cells = {coarse_error:.1e}")
+print(f"circuit error at 300 GHz, 0.25 um cells = {fine_error:.1e}")
 print(f"half-current frequency = {f_half_current/GHz:.1f} GHz")
 print("LENGTH AND TERMINATION")
```

The mended program passes:

```
INPUTS
modal power absorption = 100 /cm
optical group index = 4
microwave phase index = 7
speed of light = 2.99792e+10 cm/s
example length = 0.5 mm
IDEAL LONG DEVICE, FORWARD WAVE ONLY
index difference = 3
absorption length = 100 um
rms arrival-time spread = 1.0007 ps
3 dB bandwidth, formula = 159.04 GHz
3 dB bandwidth, circuit = 159.05 GHz
circuit test length = 2.0 mm
circuit error at 300 GHz, 0.50 um cells = 4.2e-04
circuit error at 300 GHz, 0.25 um cells = 1.1e-04
half-current frequency = 275.5 GHz
LENGTH AND TERMINATION
absorbed fraction at 0.5 mm = 99.33 percent
bandwidth at 0.5 mm = 160.50 GHz
absorbed fraction at 0.1 mm = 63.2 percent
bandwidth at 0.1 mm = 456.2 GHz
open-input bandwidth, long device = 45.9 GHz
open/matched low-frequency current = 2.000
ROUGH DEVICE PARAMETERS
depleted absorber thickness = 200 nm
junction width = 2 um
relative permittivity = 14
saturated drift velocity = 6.0e+06 cm/s
line impedance = 18.8 ohm
external resistance = 50 ohm
microwave loss at 40 GHz = 6.0 dB/mm
microwave loss at mismatch limit = 12.0 dB/mm
NEGLECTED EFFECTS, 0.5 mm DEVICE
mismatch plus microwave loss = 48.5 GHz
carrier transit alone = 166.0 GHz
mismatch plus transit = 112.5 GHz
mismatch, loss and transit = 43.7 GHz
50 ohm at both ends, no loss or transit = 13.3 GHz
ALL CHECKS PASSED
```
